# Nuclear-spin-conserving tunneling fields of the terbium double-decker ground doublet: a program that tests the result

```python
# Result under test: for a Tb3+ ion (J=6, I=3/2) with ground doublet mJ=+6,-6,
# the levels |+6,m> and |-6,m> cross at B_m = -A m/(gJ muB), whatever the axial
# nuclear quadrupole constant P. Symbols: A hyperfine constant (eV), P quadrupole
# constant (eV), gJ Lande factor, gN nuclear g factor, m nuclear projection,
# B field along the axis (T), D energy from mJ=6 to mJ=5 (eV).
# The reference is a 52-state Hamiltonian with ligand field and full A J.I.
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants as pc, mu_0, pi

muB = pc['Bohr magneton in eV/T'][0]
muN = pc['nuclear magneton in eV/T'][0]
kB = pc['Boltzmann constant in eV/K'][0]
hartree = pc['Hartree energy in eV'][0]
field_au = pc['atomic unit of mag. flux density'][0]
g_free = abs(pc['electron g factor'][0])

# Rough model parameters, all energies in eV
A, P, gN = 2.15e-6, 1.2e-6, 1.34
B20, B40, B44 = -5.0e-4, -3.4e-6, 1.5e-7
eta, tilt_deg, temperature = 0.1, 5.0, 0.1


def spin(s):
    m = np.arange(s, -s - 1, -1)
    raising = np.diag(np.sqrt(s*(s + 1) - m[1:]*(m[1:] + 1)), 1)
    return m, np.diag(m), raising


# Lande factor from the J=6 subspace of L=3, S=3
_, z3, p3 = spin(3)
one7 = np.eye(7)
Lz, Sz = np.kron(z3, one7), np.kron(one7, z3)
LS = Lz @ Sz + 0.5*(np.kron(p3, p3.T) + np.kron(p3.T, p3))
val, vec = np.linalg.eigh(24*np.eye(49) + 2*LS)
U = vec[:, np.abs(val - 42) < 1e-8]
assert U.shape[1] == 13


def lande(gs):
    return (3 + 3*gs)/6


for gs in (2.0, g_free):
    moment = U.T @ (Lz + gs*Sz) @ U
    assert np.allclose(moment, lande(gs)*(U.T @ (Lz + Sz) @ U), atol=1e-10)
gJ = lande(2.0)

# Full Hamiltonian of the J=6 multiplet and the nucleus
mJ, Jz, Jp = spin(6)
mI, Iz, Ip = spin(1.5)
oneJ, oneI = np.eye(13), np.eye(4)


def ligand(m):
    o20 = 3*m**2 - 42
    o40 = 35*m**4 - 1235*m**2 + 5040
    return B20*o20 + B40*o40


Jp4 = np.linalg.matrix_power(Jp, 4)
H_lig = np.diag(ligand(mJ)) + 0.5*B44*(Jp4 + Jp4.T)
Jx, Ix = 0.5*(Jp + Jp.T), 0.5*(Ip + Ip.T)
H_hyp = A*(np.kron(Jz, Iz) + 0.5*(np.kron(Jp, Ip.T) + np.kron(Jp.T, Ip)))
Q_ax = Iz @ Iz - 1.25*oneI


def hamiltonian(B, quad, tilt=0.0):
    c, s = np.cos(tilt), np.sin(tilt)
    return (np.kron(H_lig + gJ*muB*B*(c*Jz + s*Jx), oneI) + H_hyp
            + np.kron(oneJ, quad*Q_ax - gN*muN*B*(c*Iz + s*Ix)))


def state_index(mj, mi):
    return int(round(6 - mj))*4 + int(round(1.5 - mi))


def labelled_energy(B, quad, labels, tilt=0.0):
    e, v = np.linalg.eigh(hamiltonian(B, quad, tilt))
    return [e[np.argmax(v[state_index(*q), :]**2)] for q in labels]


def crossing(m1, m2, quad, guess, tilt=0.0):
    h, labels = 5e-5, [(6, m1), (-6, m2)]
    lo = labelled_energy(guess - h, quad, labels, tilt)
    hi = labelled_energy(guess + h, quad, labels, tilt)
    dl, dh = lo[0] - lo[1], hi[0] - hi[1]
    assert dl*dh < 0
    return guess - h - dl*2*h/(dh - dl), 0.25*(sum(lo) + sum(hi))


def general_field(m1, m2, quad):
    return (-(m1 + m2)*(6*A + quad*(m1 - m2))
            / (12*gJ*muB - gN*muN*(m1 - m2)))


D = ligand(5) - ligand(6)
others = [ligand(k) - ligand(6) for k in range(6)]
assert D > 0 and min(others) == D
spacing = A/(gJ*muB)
B_m = {m: -spacing*m for m in mI}
assert abs(spacing - 0.025) < 0.001
assert abs(2*A/hartree/gJ*field_au/spacing - 1) < 1e-7

# All 16 crossings at three quadrupole constants
found, height = {}, {}
for quad in (0.0, P, 2*P):
    for m1 in mI:
        for m2 in mI:
            guess = general_field(m1, m2, quad)
            b, e = crossing(m1, m2, quad, guess)
            assert abs(b - guess) < 3e-6  # transverse hyperfine shift
            found[quad, m1, m2], height[quad, m1, m2] = b, e
moved = 0
for m1 in mI:
    for m2 in mI:
        change = abs(found[P, m1, m2] - found[0.0, m1, m2])
        if m1 == m2:
            assert change < 1e-9
            assert abs(found[P, m1, m1] - B_m[m1]) < 2e-6
        moved += change > 1e-4
assert moved == 8
rise = height[P, 1.5, 1.5] - height[P, 0.5, 0.5]
assert abs(rise - 2*P) < 5e-9  # nuclear Zeeman and second-order terms

# Nuclear level spacings in the mJ=+6 state
ladder = labelled_energy(0.05, P, [(6, m) for m in mI[::-1]])
steps = np.array([6*A - 2*P, 6*A, 6*A + 2*P])
assert np.max(np.abs(np.diff(ladder) - steps)) < 5e-9

# Fourfold symmetry: only equal nuclear projections share a block
total = np.add.outer(mJ, mI).ravel()
sector = np.round(total - 1.5).astype(int) % 4
H_test = hamiltonian(0.03, P)
assert np.max(np.abs(H_test[sector[:, None] != sector[None, :]])) == 0
for m1 in mI:
    for m2 in mI:
        same = sector[state_index(6, m1)] == sector[state_index(-6, m2)]
        assert same == (m1 == m2)

# Tunnel gap and centre of each avoided crossing
V1, V2 = H_lig[0, 4], H_lig[4, 8]
gap_formula = 2*V1**2*abs(V2)/(ligand(2) - ligand(6))**2
gaps, centres = {}, {}
for m in mI:
    keep = np.where(sector == sector[state_index(6, m)])[0]
    centre = B_m[m]
    for h in (1e-6, 1e-7, 1e-7):
        g2 = []
        for x in (-h, 0.0, h):
            e = np.linalg.eigvalsh(hamiltonian(centre + x, P)[np.ix_(keep, keep)])
            g2.append((e[1] - e[0])**2)
        curve = (g2[0] - 2*g2[1] + g2[2])/2
        slope = (g2[2] - g2[0])/2
        smallest = g2[1] - slope**2/(4*curve)
        centre -= h*slope/(2*curve)
    gaps[m], centres[m] = np.sqrt(smallest), centre
    assert abs(gaps[m]/gap_formula - 1) < 5e-3  # higher orders, rounding
    assert abs((centre - B_m[m])/(B_m[m]*A/(2*D)) - 1) < 0.02
width = gap_formula/(12*gJ*muB)

# P-dependent remainder in high precision, axial ligand field
mp.mp.dps = 40


def lowest(side, m, B, quad):
    M = 6*side + m
    basis = [(side*k, M - side*k) for k in range(6, 2, -1)
             if abs(M - side*k) < 1.6]
    n = len(basis)
    H = mp.matrix(n, n)
    for i, (a, b) in enumerate(basis):
        H[i, i] = (mp.mpf(float(ligand(a))) + mp.mpf(gJ)*muB*B*a
                   + mp.mpf(A)*a*b + mp.mpf(quad)*(mp.mpf(b)**2 - 1.25)
                   - mp.mpf(gN)*muN*B*b)
        if i + 1 < n:
            c, d = basis[i + 1]
            H[i, i+1] = H[i+1, i] = (mp.mpf(A)/2*mp.sqrt(42 - mp.mpf(a)*c)
                                     * mp.sqrt(mp.mpf(3.75) - mp.mpf(b)*d))
    return min(mp.eigsy(H, eigvals_only=True)) if n > 1 else H[0, 0]


def precise_crossing(m, quad):
    def difference(B):
        return lowest(1, m, B, quad) - lowest(-1, m, B, quad)
    x0 = mp.mpf(float(B_m[m]))
    x1 = x0*mp.mpf('1.001')
    for _ in range(2):
        f0, f1 = difference(x0), difference(x1)
        x0, x1 = x0, x1 - f1*(x1 - x0)/(f1 - f0)
    return x1


remainder = {}
for m in (float(q) for q in mI):
    numeric = float(precise_crossing(m, P) - precise_crossing(m, 0.0))
    remainder[m] = -A**2*P*m*(13 - 4*m**2)/(4*gJ*muB*D**2)
    assert abs(numeric/remainder[m] - 1) < 0.01

# Rhombic quadrupole term: closed form against diagonalization
Q_rh = (Ip @ Ip + Ip.T @ Ip.T)/6


def rhombic_field(m, asym):
    V = P*asym/np.sqrt(3)
    S = np.hypot(6*A + P, V) + np.hypot(6*A - P, V)
    part = S + 6*A if abs(m) > 1 else S - 6*A
    return -np.sign(m)*part/(12*gJ*muB)


for asym in (0.0, eta, 0.8):
    for k, m in enumerate(mI):
        pair = []
        for side in (1, -1):
            e, v = np.linalg.eigh(side*6*A*Iz + P*(Q_ax + asym*Q_rh))
            pair.append(e[np.argmax(v[k]**2)])
        direct = -(pair[0] - pair[1])/(12*gJ*muB)
        assert abs(direct - rhombic_field(m, asym)) < 1e-12
rhombic_shift = {m: rhombic_field(m, eta) - B_m[m] for m in mI}
assert abs(rhombic_shift[1.5]) > 1e-8

# Field tilt
tilt = np.radians(tilt_deg)
tilted = {}
for m in mI:
    guess = B_m[m]/np.cos(tilt)
    tilted[m], _ = crossing(m, m, P, guess, tilt)
    assert abs(tilted[m] - guess) < 3e-6

# Neighbour dipole field on the axis, and thermal populations
moment_SI = 6*gJ*pc['Bohr magneton'][0]


def dipole(r_angstrom):
    return mu_0*moment_SI/(2*pi*(r_angstrom*1e-10)**3)


levels = 6*A*mI + P*(mI**2 - 1.25)
weights = np.exp(-(levels - levels.min())/(kB*temperature))
weights /= weights.sum()

print(f"hyperfine constant A = {A*1e6:.2f} micro-eV")
print(f"quadrupole constant P = {P*1e6:.2f} micro-eV")
print(f"nuclear g factor gN = {gN:.2f}")
print(f"ligand field B20, B40, B44 = {B20:.2e}, {B40:.2e}, {B44:.2e} eV")
print(f"Lande factor gJ = {gJ:.4f}; Bohr magneton = {muB*1e6:.4f} micro-eV/T")
print(f"A = {A/hartree:.4e} hartree; atomic field unit = {field_au:.5e} T")
print(f"spacing = {spacing/field_au:.4e} atomic units = {spacing*1e3:.3f} mT")
for m in mI:
    print(f"m = {m:+.1f}: doublet field = {B_m[m]*1e3:+.3f} mT, "
          f"crossing energy P(m^2-5/4) = {P*(m*m-1.25)*1e6:+.2f} micro-eV")
    print(f"  52-state field at P=0: {found[0.0, m, m]*1e3:+.6f} mT, "
          f"at P: {found[P, m, m]*1e3:+.6f} mT")
print(f"52-state crossing-height difference, m=3/2 minus 1/2 = {rise*1e6:.4f} micro-eV")
print("nuclear spacings 6A-2P, 6A, 6A+2P =",
      ", ".join(f"{x*1e6:.2f}" for x in steps), "micro-eV")
print(f"number of the 16 crossings moved by P = {moved}")
print(f"contrast m=3/2, m'=1/2: field at P=0 {found[0.0,1.5,0.5]*1e3:+.3f} mT, "
      f"at P {found[P,1.5,0.5]*1e3:+.3f} mT")
print(f"first excited doublet above ground D = {D*1e3:.2f} meV")
print(f"mJ=2 above ground = {(ligand(2)-ligand(6))*1e3:.2f} meV")
print(f"V1 = {V1*1e6:.2f} micro-eV, V2 = {V2*1e6:.2f} micro-eV")
print(f"tunnel gap, third-order formula = {gap_formula:.4e} eV")
print(f"tunnel gap, 52-state model, m=3/2 = {gaps[1.5]:.4e} eV")
print(f"gap divided by 12 gJ muB = {width*1e6:.4f} micro-T")
for m in (1.5, 0.5):
    print(f"m = {m}: transverse hyperfine shift, formula {B_m[m]*A/(2*D)*1e6:+.4f}, "
          f"52-state {(centres[m]-B_m[m])*1e6:+.4f} micro-T")
    print(f"  P-dependent remainder = {remainder[m]*1e9:+.4f} nano-T")
    print(f"  rhombic shift at eta={eta} = {rhombic_shift[m]*1e6:+.4f} micro-T")
    print(f"  field at {tilt_deg:.0f} degree tilt = {tilted[m]*1e3:+.3f} mT")
print(f"gJ with free-electron g = {lande(g_free):.5f}; "
      f"spacing then = {A/(lande(g_free)*muB)*1e3:.3f} mT")
print(f"neighbour dipole field at 10 angstrom = {dipole(10)*1e3:.2f} mT, "
      f"at 30 angstrom = {dipole(30)*1e3:.3f} mT")
print(f"thermal energy at {temperature} K = {kB*temperature*1e6:.3f} micro-eV")
print("zero-field populations in mJ=+6, m=3/2,1/2,-1/2,-3/2 =",
      ", ".join(f"{w:.4f}" for w in weights))
print("checks complete")
```

Running it gives:

```
hyperfine constant A = 2.15 micro-eV
quadrupole constant P = 1.20 micro-eV
nuclear g factor gN = 1.34
ligand field B20, B40, B44 = -5.00e-04, -3.40e-06, 1.50e-07 eV
Lande factor gJ = 1.5000; Bohr magneton = 57.8838 micro-eV/T
A = 7.9011e-08 hartree; atomic field unit = 2.35052e+05 T
spacing = 1.0535e-07 atomic units = 24.762 mT
m = +1.5: doublet field = -37.143 mT, crossing energy P(m^2-5/4) = +1.20 micro-eV
  52-state field at P=0: -37.144165 mT, at P: -37.144165 mT
m = +0.5: doublet field = -12.381 mT, crossing energy P(m^2-5/4) = -1.20 micro-eV
  52-state field at P=0: -12.381388 mT, at P: -12.381388 mT
m = -0.5: doublet field = +12.381 mT, crossing energy P(m^2-5/4) = -1.20 micro-eV
  52-state field at P=0: +12.381388 mT, at P: +12.381388 mT
m = -1.5: doublet field = +37.143 mT, crossing energy P(m^2-5/4) = +1.20 micro-eV
  52-state field at P=0: +37.144165 mT, at P: +37.144165 mT
52-state crossing-height difference, m=3/2 minus 1/2 = 2.4026 micro-eV
nuclear spacings 6A-2P, 6A, 6A+2P = 10.50, 12.90, 15.30 micro-eV
number of the 16 crossings moved by P = 8
contrast m=3/2, m'=1/2: field at P=0 -24.764 mT, at P -27.068 mT
first excited doublet above ground D = 50.16 meV
mJ=2 above ground = 65.95 meV
V1 = 40.05 micro-eV, V2 = 126.00 micro-eV
tunnel gap, third-order formula = 9.2917e-11 eV
tunnel gap, 52-state model, m=3/2 = 9.2917e-11 eV
gap divided by 12 gJ muB = 0.0892 micro-T
m = 1.5: transverse hyperfine shift, formula -0.7960, 52-state -0.7959 micro-T
  P-dependent remainder = -0.0381 nano-T
  rhombic shift at eta=0.1 = -0.3602 micro-T
  field at 5 degree tilt = -37.286 mT
m = 0.5: transverse hyperfine shift, formula -0.2653, 52-state -0.2653 micro-T
  P-dependent remainder = -0.0381 nano-T
  rhombic shift at eta=0.1 = -0.3602 micro-T
  field at 5 degree tilt = -12.429 mT
gJ with free-electron g = 1.50116; spacing then = 24.743 mT
neighbour dipole field at 10 angstrom = 16.69 mT, at 30 angstrom = 0.618 mT
thermal energy at 0.1 K = 8.617 micro-eV
zero-field populations in mJ=+6, m=3/2,1/2,-1/2,-3/2 = 0.0082, 0.0482, 0.2153, 0.7283
checks complete
```
